Giant-Spin Anisotropy of a Dimer from Local and Pair Tensors

**Two spins 1/2**

Take two spins S1 = S2 = 1/2 coupled to a triplet, S = 1, with ħ = 1 and dimensionless spin operators. Let T be a real, symmetric, traceless 3×3 matrix. For spin 1/2, the symmetrized product of two components is (S1i S1j + S1j S1i)/2 = δij/4, so

S1·T·S1 = (1/4) tr T = 0,

and likewise for spin 2. A single spin 1/2 has no quadratic anisotropy. Now expand the same form in the total spin S = S1 + S2:

S·T·S = S1·T·S1 + S2·T·S2 + 2 S1·T·S2 = 2 S1·T·S2.

The cross terms are equal because T is symmetric and the two spins commute. A pair interaction S1·D12·S2 therefore acts in the triplet as S·(D12/2)·S. The local tensors enter the triplet's anisotropy with weight 0 and the pair tensor with weight 1/2. For larger spins all three weights are in general nonzero, and they depend on S. Isolated zeros occur: for two spins 3/2 coupled to S = 2, both local weights vanish.

**The general statement**

Let two spins of any length have the Hamiltonian

H = J S1·S2 + S1·D1·S1 + S2·D2·S2 + S1·D12·S2.

Positive J is antiferromagnetic. The three D tensors are real, symmetric and traceless, and their axes may differ. A trace in D1 or D2 would shift all levels together; a trace in D12 would change J. The pair term is written once, which fixes the factor in its weight.

Exchange alone gives multiplets of total spin S, with energies (J/2)[S(S+1) − S1(S1+1) − S2(S2+1)]. If the anisotropy is small against the gaps between them, first-order degenerate perturbation theory keeps its block within one multiplet. The claim is that for S ≥ 1 this block equals S·D_S·S with

D_S = d1 D1 + d2 D2 + d12 D12.

Define

a = S1(S1+1), b = S2(S2+1), X = S(S+1),
K1 = (X + a − b)/2, K2 = (X + b − a)/2.

The weights are

d1 = (6K1² − 3K1 − 2aX) / [X(4X − 3)],
d2 = (6K2² − 3K2 − 2bX) / [X(4X − 3)],
d12 = (1 − d1 − d2)/2.

Both derivations start from the Wigner-Eckart theorem. The operators

Qij(1) = (S1i S1j + S1j S1i)/2 − a δij/3

form an irreducible tensor of rank 2 under joint rotations of both spins. So do the operators Qij(S) built from S, with X in place of a. Within one multiplet, rotational symmetry fixes all matrix elements of a rank-2 tensor up to one number. Hence, with P the projector on the multiplet,

P Qij(1) P = d1 P Qij(S) P.

The number d1 does not depend on i and j. Contracting with D1 gives P S1·D1·S1 P = d1 P S·D1·S P, whatever the axes of D1. This is why non-collinear tensors add as matrices. The same holds for spin 2 and for the symmetric traceless part of S1i S2j.

The pair weight follows from the other two. Projecting the expansion of S·T·S used for spins 1/2 gives

1 = d1 + d2 + 2 d12.

What remains is to find d1; d2 follows by exchanging the labels.

**First derivation: recoupling**

Write a 3j symbol as (j1 j2 j3; m1 m2 m3). The Wigner-Eckart theorem for a spin j reads

⟨jm|T2q|jm′⟩ = (−1)^(j−m) (j 2 j; −m q m′) R(j),

with T20 = (3Jz² − J²)/√6, where J is the spin operator of length j. The squares of the 3j symbols at q = 0 sum to 1/5, so with x = j(j+1)

R(j)² = (5/6) Σ_m (3m² − x)².

Using Σ m² = (2j+1)x/3 and Σ m⁴ = (2j+1)x(3x−1)/15, the sum on the right is (2j+1)x(4x−3)/5. Thus

R(j) = √[(2j+1) x (4x−3)/6].

The root is positive because T20 is positive (or zero, for j = 1/2) at m = j, and the standard phase convention makes (j 2 j; −j 0 j) positive for j ≥ 1.

The coupled states are

|SM⟩ = (−1)^(S1−S2+M) √(2S+1) Σ (S1 S2 S; m1 m2 −M) |m1 m2⟩.

Let G be the reduced element of T2(S1) between them. Multiply the theorem for |SM⟩ by (−1)^(S−M)(S 2 S; −M q M′) and sum over M, M′ and q. The squared 3j symbols sum to 1, leaving

G = (2S+1) R(S1) Σ (−1)^p (S 2 S; −M q M′) (S1 S2 S; m1 m2 −M)
  × (S1 S2 S; m1′ m2 −M′) (S1 2 S1; −m1 q m1′),

p = (S−M) + (M+M′+2S1−2S2) + (S1−m1).

Such a contraction of four 3j symbols defines a 6j symbol:

{j1 j2 j3; j4 j5 j6} = Σ (−1)^(Σ(jk−μk)) (j1 j2 j3; −μ1 −μ2 −μ3)
  × (j1 j5 j6; μ1 −μ5 μ6) (j4 j2 j6; μ4 μ2 −μ6) (j4 j5 j3; −μ4 μ5 μ3).

For {S1 S S2; S S1 2}, put μ1…μ6 = −m1′, M′, −m2, −M, −m1, −q. Reordering columns and reversing lower signs turns the four factors into those of G at the cost of (−1)^(2S1+2S), since S1+S2+S is an integer. With m1′ + m2 = M′, the total sign in the 6j sum becomes (−1)^(S2+M+m1+q). Since M′ = M − q, the exponent p exceeds this one by S + 3S1 − 3S2 − 2q − 2m1. That has the parity of S1+S2+S, because 2m1 and 2S1 differ by an even number and 4S2 is even. Therefore

d1 = G/R(S) = (−1)^(S1+S2+S) (2S+1) {S1 S S2; S S1 2} R(S1)/R(S).

To evaluate this without tables, note that any nonvanishing matrix element gives the same ratio. Choose the top state M = S and T20:

d1 = (3⟨m²⟩ − a) / [S(2S−1)],

where m is the projection of spin 1 and 3S² − X = S(2S−1). Let c(m) be the amplitude of |m, S−m⟩. The raising operator annihilates the top state, so the coefficient of |m, S−m+1⟩ vanishes:

c(m−1) √[a − m(m−1)] + c(m) √[b − (S−m)(S−m+1)] = 0.

Move one term across and square, with w = c²:

w(m−1)[a − m(m−1)] = w(m)[b − (S−m)(S−m+1)].

Multiply by a function f(m), sum over m, and shift m by one on the left. The end terms vanish with the square roots, and

⟨f(m+1)(a − m² − m)⟩ = ⟨f(m)(b − X + (2S+1)m − m²)⟩.

For f = 1 the squares cancel, giving (2S+2)⟨m⟩ = X + a − b, or

⟨m⟩ = K1/(S+1).

For f = m the left side is ⟨−m³ − 2m² + (a−1)m + a⟩ and the right side is ⟨(b−X)m + (2S+1)m² − m³⟩. The cubes cancel. Since X + a − b = 2K1,

(2S+3)⟨m²⟩ = a + (2K1−1)⟨m⟩ = a + (2K1² − K1)/(S+1).

Insert this into d1 and multiply numerator and denominator by (S+1)(2S+3). The terms in a combine to

3a(S+1) − a(S+1)(2S+3) = −2aS(S+1) = −2aX.

The denominator is X(2S−1)(2S+3) = X(4X−3), which gives the stated d1.

**Second derivation: contraction of operators**

No states are needed if the proportionality of tensors is contracted with S itself. Multiply P Qij(1) P = d1 P Qij(S) P from the right by Si Sj and sum over i and j. The components of S do not leave the multiplet.

From S2 = S − S1 follows b = X + a − 2 S1·S, so S1·S is the number K1 in the multiplet. The first operator ordering gives

Σ S1j S1i Si Sj = Σ S1j (S1·S) Sj = K1².

In the other ordering, Si and Sj must be exchanged:

Σ S1i S1j Si Sj = Σ S1i S1j Sj Si + i Σ εijk S1i S1j Sk.

The first term is again K1². In the second, Σ εijk S1i S1j = i S1k, so it equals −S1·S = −K1. Half the sum of both orderings, less the trace part, is

Σ Qij(1) Si Sj = K1² − K1/2 − aX/3.

For Qij(S), replace K1 and a by X:

Σ Qij(S) Si Sj = X² − X/2 − X²/3 = X(4X−3)/6.

Their ratio is d1, as before. The denominator vanishes for S = 0 and S = 1/2, where no rank-2 operator exists and there is no D_S to define.

The closed forms and the 6j expression agree with explicitly projected operator matrices for all 41 multiplets with S ≥ 1 and S1, S2 up to 5/2, to rounding error. This test used a symmetric traceless tensor with random elements.

**Equal spins and two limiting alignments**

For S1 = S2, K1 = K2 = X/2. The numerator of d1 is 3X²/2 − 3X/2 − 2aX, so

d1 = d2 = (3X − 3 − 4a) / [2(4X−3)],
d12 = (X + 4a) / [2(4X−3)].

For two spins 5/2, a = 35/4. At S = 1, d1 = (6 − 3 − 35)/10 = −3.2 and d12 = (2 + 35)/10 = 3.7. At S = 5, they are 0.222 and 0.278. The local weight changes sign between S = 3, where it is −0.022, and S = 4, where it is 0.143.

The top state explains the negative weight. For S = 1 it has 3⟨m²⟩ − a = −3.2, hence ⟨m²⟩ = 1.85, below the isotropic value a/3 = 2.92. Each long spin lies mostly across the direction of the small total spin. A local easy axis then becomes a hard axis of the multiplet, as far as the local terms go.

In the stretched multiplet S = S1 + S2, the top state has m = S1, so

d1 = S1(2S1−1) / [S(2S−1)],
d12 = 2S1S2 / [S(2S−1)].

The second result uses S(2S−1) − S1(2S1−1) − S2(2S2−1) = 4S1S2.

For opposed unequal spins, S = S1 − S2 with S1 > S2. Then a = X + b + 2SS2, so K1 = S(S1+1) and K2 = X − K1 = −SS2. Substitution gives the numerator of d1 as

S(S1+1)[6S(S1+1) − 3 − 2S1(S+1)] = S(S1+1)(2S−1)(2S1+3).

That of d2 is

SS2[6SS2 + 3 − 2(S2+1)(S+1)] = SS2(2S−1)(2S2−1).

With N = (S+1)(2S+3), the weights for S ≥ 1 are

d1 = (S1+1)(2S1+3)/N,
d2 = S2(2S2−1)/N,
d12 = −2S2(S1+1)/N.

Here d1 exceeds 1, because S1 > S, and the pair weight is negative. The weights are not fractions of a whole.

**Numbers for an equal dimer**

Take J = 0.010 eV and two spins 5/2 with local axial parameters −2.00×10⁻⁵ eV along z. These are model values. An axial tensor of strength D along the unit vector n is D(nn − 1/3), so that S·D·S = D[(S·n)² − X/3].

Let the pair tensor come from point dipoles with g = 2, separated by R = 3.0 Å along z. Their interaction is C[S1·S2 − 3(S1·n)(S2·n)], with C = α²(g/2)²/R³ in atomic units, where α is the fine-structure constant. It is an axial tensor of strength −3C. Here C = 7.95×10⁻⁶ eV and −3C = −2.386×10⁻⁵ eV. All the tensors are axial along z, so their weighted sum is too. Its axial strength, also written D_S in this section, is the weighted sum of their strengths.

For S = 1,

D_S = 2(−3.2)(−2.00×10⁻⁵) + 3.7(−2.386×10⁻⁵)
  = 12.80×10⁻⁵ − 8.83×10⁻⁵ = 3.97×10⁻⁵ eV,

or 0.320 cm⁻¹. For S = 5, the two parts are −0.89×10⁻⁵ and −0.66×10⁻⁵ eV, which sum to −1.55×10⁻⁵ eV, or −0.125 cm⁻¹. The same microscopic tensors make the triplet easy-plane and the S = 5 multiplet easy-axis.

Diagonalizing the full two-spin Hamiltonian gives a triplet width of 3.973×10⁻⁵ eV, against 3.972×10⁻⁵ eV from the giant spin. With the mean energy removed, the largest level error is 4.3×10⁻⁹ eV, and it halves when J is doubled. This is the expected second-order behaviour.

Exchanging two equal spins multiplies a multiplet by (−1)^(S1+S2−S). With D1 = D2 the Hamiltonian is symmetric under this exchange, so S and S±1 do not mix. The triplet does mix with S = 3, which lies 5J = 0.05 eV higher.

**Numbers for an unequal dimer**

Now let S1 = 5/2 and S2 = 1, with the same J and R. Site 1 has axial strength −5.0×10⁻⁵ eV along z. Site 2 has 4.0×10⁻⁴ eV along an axis tilted from z by 40° in the xz plane. The pair axis is x.

The lowest multiplet is S = 3/2. There N = (5/2)(6) = 15, and

d1 = 28/15 = 1.867, d2 = 1/15 = 0.067, d12 = −7/15 = −0.467.

The zz element is

(28/15)(−3.333×10⁻⁵) + (1/15)(10.14×10⁻⁵) − (7/15)(0.795×10⁻⁵)
  = (−6.222 + 0.676 − 0.371)×10⁻⁵ = −5.917×10⁻⁵ eV.

Site 2 has eight times the local strength of site 1, but its weight is 28 times smaller. With parallel axes its zz contribution would therefore be 3.5 times smaller in magnitude than that of site 1; the tilt raises this factor to 9.2. Site 2 is still the sole source of the xz element, 19.70×10⁻⁵/15 = 1.31×10⁻⁵ eV. That element turns the main axis of D_S by 7.4° from z.

Diagonalizing D_S gives principal values −6.09, 1.85 and 4.24 in units of 10⁻⁵ eV. With the main axis as the new z axis, D is 3/2 of the first value, and |E| is half the difference of the other two:

D = −9.13×10⁻⁵ eV = −0.736 cm⁻¹, |E| = 1.19×10⁻⁵ eV.

In the basis M = 3/2, −1/2, the form D(Sz² − 5/4) + E(Sx² − Sy²) has diagonal elements D and −D and off-diagonal element √3E. Its eigenvalues are ±√(D² + 3E²). The states M = −3/2, 1/2 give the same pair, so there are two Kramers doublets separated by

2√(D² + 3E²) = 1.872×10⁻⁴ eV.

The full Hamiltonian gives 1.873×10⁻⁴ eV. The largest level error falls from 4.0×10⁻⁸ to 2.0×10⁻⁸, 1.0×10⁻⁸ and 5.1×10⁻⁹ eV as J is multiplied by 2, 4 and 8. These agreements test the projection within the model; they say nothing about how well the model describes a real molecule.

In the higher multiplets the weights (d1, d2, d12) are (0.657, −0.114, 0.229) for S = 5/2 and (0.476, 0.048, 0.238) for S = 7/2. A D_S found for one multiplet cannot be carried over to another.

**What each derivation assumes**

Both derivations need sharp values of S1, S2 and S, and both use the Wigner-Eckart theorem to replace a whole tensor by one number. Both stop at first order. When anisotropy is comparable with an exchange gap, they fail if it mixes the multiplets, since a single S then no longer labels the levels. Two spins 1/2 are an exception: the symmetric pair term cannot mix singlet and triplet, which have opposite parity under exchange of the spins, so the first-order result is exact.

They differ in what else they use. Recoupling needs coupled states and a consistent phase convention for the 3j and 6j symbols. The moment calculation needs just the squared amplitudes of the top state, so the signs drop out. The moments also show how the two spins are oriented in that state. With different total spins in bra and ket, recoupling also gives the matrix elements between multiplets that a second-order calculation requires.

The operator contraction needs commutators and the value of S1·S, but no states or phases. The price is that it gives the diagonal block alone. Neither method uses the internal structure of S1 or S2. Either spin may itself be the sharp total spin of a group of spins, provided every term that acts on members of the group, including exchange and pair anisotropy with the other spin, has already been projected onto that total spin. If the members couple to the other spin with unequal exchange, the group's total spin is sharp only when the exchange within the group is much the larger. The weights then carry a relative error of the order of the ratio of the two exchanges, however small the anisotropy.

Neither derivation includes an antisymmetric pair term G·(S1×S2), where G is now a fixed vector. At first order nothing is lost, because

[S1·S2, S1] = i S1×S2,

and S1·S2 is a number within a multiplet, so the diagonal block of the commutator vanishes. At second order the term contributes energies of order G²/J and, where symmetry allows, cross terms with the symmetric tensors of order GD/J, with D a typical element of those tensors. If G²/J is comparable with the elements of D_S, the first-order tensor is incomplete even though G is small against J.

The numerical output follows.

Table of computed values

```
multiplets tested (S1, S2 up to 5/2, S >= 1): 41
largest error, closed form vs projection: 1.8e-15
largest error, 6j/9j vs projection: 8.9e-16
S1=0.5 S2=0.5 S=1.0: d1=0.0000 d2=0.0000 d12=0.5000
S1=1.0 S2=1.0 S=1.0: d1=-0.5000 d2=-0.5000 d12=1.0000
S1=1.0 S2=1.0 S=2.0: d1=0.1667 d2=0.1667 d12=0.3333
S1=2.5 S2=2.5 S=1.0: d1=-3.2000 d2=-3.2000 d12=3.7000
S1=2.5 S2=2.5 S=2.0: d1=-0.4762 d2=-0.4762 d12=0.9762
S1=2.5 S2=2.5 S=3.0: d1=-0.0222 d2=-0.0222 d12=0.5222
S1=2.5 S2=2.5 S=4.0: d1=0.1429 d2=0.1429 d12=0.3571
S1=2.5 S2=2.5 S=5.0: d1=0.2222 d2=0.2222 d12=0.2778
S1=2.5 S2=1.0 S=1.5: d1=1.8667 d2=0.0667 d12=-0.4667
S1=2.5 S2=1.0 S=2.5: d1=0.6571 d2=-0.1143 d12=0.2286
S1=2.5 S2=1.0 S=3.5: d1=0.4762 d2=0.0476 d12=0.2381
J = 0.010 eV, distance = 3.0 angstrom, g = 2.0
dipolar energy constant C = 7.9528e-06 eV
equal dimer 5/2,5/2: local D = -2.00e-05 eV
equal dimer: pair D = -3C = -2.3858e-05 eV
equal dimer: norm of S=1 to S=3 coupling = 4.745e-05 eV
equal S=1: D_S = 3.9724e-05 eV = 0.3204 cm^-1
equal S=1: multiplet width, giant spin 3.9724e-05 eV, full H 3.9730e-05 eV
equal S=1: largest level deviation at J, 2J (eV): 4.27e-09 2.14e-09
equal S=5: D_S = -1.5516e-05 eV = -0.1251 cm^-1
equal S=5: multiplet width, giant spin 3.8791e-04 eV, full H 3.8791e-04 eV
equal S=5: largest level deviation at J, 2J (eV): 1.48e-09 7.40e-10
unequal dimer 5/2,1: local D = -5.00e-05, 4.00e-04 eV
unequal dimer: axis of site 2 tilted by 40 degrees in xz
D1 xx,yy,zz,xz (eV): 1.6667e-05 1.6667e-05 -3.3333e-05 -0.0000e+00
D2 xx,yy,zz,xz (eV): 3.1937e-05 -1.3333e-04 1.0140e-04 1.9696e-04
D12 xx,yy,zz,xz (eV): -1.5906e-05 7.9528e-06 7.9528e-06 -0.0000e+00
D_S for S=3/2 xx,yy,zz,xz (eV): 4.0663e-05 1.8511e-05 -5.9174e-05 1.3131e-05
principal values of D_S (eV): -6.0872e-05 1.8511e-05 4.2361e-05
S=3/2: D = -9.1308e-05 eV = -0.7364 cm^-1
S=3/2: |E| = 1.1925e-05 eV, |E/D| = 0.1306
S=3/2: main axis to z: 7.37 degrees
S=3/2: doublet splitting, giant spin: 1.8723e-04 eV
S=3/2: doublet splitting, full H: 1.8731e-04 eV
S=3/2: level deviation at J, 2J, 4J, 8J (eV): 3.99e-08 2.02e-08 1.02e-08 5.11e-09
```
